Domain growth under an r⁻³ probe field: linear and Merz walls

In the example treated below, a domain under a charged probe grows from 49 nm to 71 nm in radius between 1 ms and 1000 s. Six decades of time give a factor of 1.44. If the wall speed is instead proportional to the field, the same probe takes the radius from 128 nm to 429 nm between 0.1 µs and 10 µs, a factor of 3.3 in two decades. The probe field is the same in both cases, but the time windows differ. Over the six decades from 1 ms to 1000 s the second law would give a factor of 32, so the contrast at late times comes from the relation between wall speed and field.

**1. Model and result**

A cylindrical domain of radius r(t) passes through a ferroelectric film of thickness h. Its wall is straight and moves as a whole. When the domain gains a volume dV, the field does work 2PE dV, where P is the polarization magnitude and E the field component along the polarization of the domain. For a straight wall the relevant E is the average over the thickness, written E(r). It is positive, continuous and constant in time, and its far part obeys

r³E(r) → A > 0 as r → ∞. (1)

A domain of radius r₀ exists at t = 0, so nucleation is not treated. Wall tension, pinning thresholds, opposing bias and depolarization are left out here. Tension is sized in section 7 and depolarization in section 8. A constant threshold or opposing bias would stop the wall where E(r) has fallen to its value; neither is sized here. Two wall laws are compared:

linear mobility: dr/dt = μE(r), (2)
Merz law: dr/dt = v₀ exp[−E_a/E(r)]. (3)

Here μ is the mobility, v₀ the limiting speed and E_a the activation field. The results are

linear: r ~ (4μAt)^(1/4), (4)
Merz: r ~ L [ln(v₀t/L)]^(1/3), L = (A/E_a)^(1/3). (5)

The sign ~ means that the ratio of the two sides tends to 1. Since ln(v₀t/L) differs from the logarithm of t in any fixed unit by a constant, (5) is growth as (ln t)^(1/3).

In both cases r grows without bound. The speed is positive, so r increases. If it stayed bounded it would approach some finite R, where the speed would tend to a positive value, and r would then pass R. This is a contradiction.

**2. A probe that produces the r⁻³ field**

Let a charge Q sit at height d above an isotropic film of relative permittivity ε on a grounded electrode. Define q = Q/(4πε₀), which has the unit V nm, and

β = (ε − 1)/(ε + 1), D_n = d + 2nh, w_n = 2q(−β)ⁿ/(1 + ε).

With z the depth below the film surface and y the height above it, the potentials are

φ_in = Σ w_n {[r² + (D_n + z)²]^(−1/2) − [r² + (D_{n+1} − z)²]^(−1/2)},

φ_out = q{[r² + (y − d)²]^(−1/2) − [r² + (y + d)²]^(−1/2)}
 + Σ w_n {[r² + (D_n + y)²]^(−1/2) − [r² + (D_{n+1} + y)²]^(−1/2)},

with sums from n = 0. Each term is the potential of a point charge. Apart from Q itself, every such charge lies outside the region where its term is used, so Laplace's equation holds. At z = h the two distances in φ_in agree, because D_n + h = D_{n+1} − h, and the potential vanishes on the electrode. At y = z = 0 the first line of φ_out cancels and the sums coincide, so the potential is continuous.

There remains the normal displacement. Depth and height run in opposite directions, so the condition is ∂φ_out/∂y = −ε ∂φ_in/∂z. With S_n = D_n/(r² + D_n²)^(3/2), differentiation at the surface gives

2qS₀ + Σ w_n(S_{n+1} − S_n) = ε Σ w_n(S_n + S_{n+1}).

Collecting the sums and inserting w_n turns this into

2qS₀ = 2q Σ [(−β)ⁿS_n − (−β)ⁿ⁺¹S_{n+1}].

The right side telescopes to 2qS₀, so the condition holds.

The thickness average of −∂φ_in/∂z is

E(r) = [φ_in(r,0) − φ_in(r,h)]/h = φ_in(r,0)/h. (6)

For Q > 0 it is positive: a positive charge above a grounded electrode cannot create a negative minimum of the potential.

For large r, use (r² + D²)^(−1/2) = 1/r − D²/(2r³) + O(D⁴/r⁵). The factors (−β)ⁿ decay geometrically, so the expansion may be summed term by term. The 1/r parts cancel in each pair, and

D²_{n+1} − D²_n = 2h[2d + (4n + 2)h] = 4h(d + h + 2nh).

The two sums needed are

Σ(−β)ⁿ = 1/(1 + β) = (1 + ε)/(2ε),
Σn(−β)ⁿ = −β/(1 + β)² = −(ε² − 1)/(4ε²).

Hence

φ_in(r,0) ≈ [2q/(1 + ε)] (2h/r³) {(d + h)(1 + ε)/(2ε) − 2h(ε² − 1)/(4ε²)}
 = (2qh/ε)[d + h − h(ε − 1)/ε]/r³
 = (2qh/ε)(d + h/ε)/r³.

Division by h gives

A = 2q(d + h/ε)/ε. (7)

The next term is of relative order 1/r². It is written as r³E/A = 1 − c/r² + …, with c a constant of this probe and film.

**3. Linear mobility**

Multiply (2) by 4r³:

d(r⁴)/dt = 4μ r³E(r). (8)

For a pure cubic field the right side is the constant 4μA, and r⁴ = r₀⁴ + 4μAt. For the general field, r → ∞ and (1) make the right side tend to 4μA. The time average of a quantity that tends to a limit tends to the same limit, so r⁴/t → 4μA, which is (4).

The first correction follows from the next term of the field:

t = ∫ ds/[μE(s)] ≈ (1/μA) ∫ (s³ + cs) ds ≈ (r⁴ + 2cr²)/(4μA).

Solving for r to first order in c gives

r ≈ (4μAt)^(1/4) [1 − c/(2r²)]. (9)

**4. Merz law for any field with the r⁻³ tail**

The time to reach r is

t = (1/v₀) ∫ from r₀ to r of exp[E_a/E(s)] ds. (10)

Choose any δ between 0 and 1. By (1) there is a radius R beyond which s³E(s) lies between A(1 − δ) and A(1 + δ). There, E_a/E(s) lies between s³/[L³(1 + δ)] and s³/[L³(1 − δ)].

For an upper bound, let t_R be the time to reach R and replace the integrand beyond R by its largest bound:

t ≤ t_R + [(r − R)/v₀] exp{r³/[L³(1 − δ)]}.

For a lower bound, keep the last interval of length L and use its smallest bound:

t ≥ (L/v₀) exp{(r − L)³/[L³(1 + δ)]}.

Take the logarithm of v₀t/L and divide by (r/L)³. The constant t_R and the factor r − R drop out as r → ∞, and (r − L)³/r³ → 1. The ratio is therefore confined in the limit between 1/(1 + δ) and 1/(1 − δ). Since δ is arbitrary,

ln(v₀t/L)/(r/L)³ → 1. (11)

The cube root of (11) is (5).

The times themselves need not agree. At large r the correction c changes the exponent to (r³ + cr)/L³, so the time to reach a given radius is changed by a factor near exp(cr/L³), which grows with r. The radii in section 6 are too small for this estimate to be accurate. The radius at a given time still approaches (5), because the relative change of the exponent is c/r².

**5. Logarithmic correction in the pure cubic field**

Set x = r/L and s = ln(v₀t/L). Then eˢ = ∫ exp(u³) du from x₀ to x. Write exp(u³) = [1/(3u²)] d[exp(u³)]/du and integrate by parts:

eˢ = exp(x³)/(3x²) + (2/3) ∫ exp(u³)/u³ du + constant.

The remaining integral is smaller than the first term by a factor of order x⁻³, as the ratio of their derivatives shows. Taking the logarithm,

s = x³ − ln 3 − (2/3) ln x³ + O(x⁻³).

To leading order x³ = s, so ln x³ may be replaced by ln s with an error of order (ln s)/s:

x³ = s + (2/3) ln s + ln 3 + O[(ln s)/s]. (12)

The radius therefore exceeds the leading law by the relative amount [(2/3) ln s + ln 3]/(3s), to first order. At s = 20 this is 5.2 %; direct integration of the equation of motion gives 5.0 %. At s = 10⁴ both give 0.024 %.

**6. Worked example**

The film has ε = 10 and h = 20 nm, and the charge sits at d = 40 nm. The tip surface is the 15 V equipotential of the charge and its images, with its apex 10 nm above the film. For a metal tip of that shape the point-charge field is the solution outside the metal. The tip is 75 nm tall, and its supporting shank is taken to be shielded. The apex potential fixes q = 1028 V nm, equivalent to 714 elementary charges. Equation (7) gives

A = 2 × 1028 × (40 + 2)/10 ≈ 8.64 × 10³ V nm².

With E_a = 5 MV/cm = 0.5 V/nm,

L = (8637/0.5)^(1/3) nm = 25.9 nm.

The other inputs are v₀ = 10 m/s, r₀ = 10 nm and, for the comparison, μ = 10⁻³ cm²/(V s) = 10¹¹ nm²/(V s).

For linear mobility at 1 µs, (4) gives

r = (4 × 10¹¹ × 8637 × 10⁻⁶)^(1/4) nm = 242 nm.

The full film field gives 239 nm. The difference agrees with (9). At 3000 nm, r³E/A = 0.999844, so c ≈ 1.56 × 10⁻⁴ × 9 × 10⁶ ≈ 1400 nm². The predicted shortfall at 239 nm is 1400/(2 × 239²) = 1.2 %, against 1.4 % found.

For the Merz wall at 1 s,

s = ln(10¹⁰/25.85) = 19.77.

The leading law gives 25.85 × 19.77^(1/3) = 69.9 nm. Equation (12) gives x³ = 19.77 + 1.99 + 1.10 = 22.86 and r = 73.4 nm, which agrees with integration in the pure cubic field. The full film field gives 61.6 nm, 16 % less.

The reason for this gap is that the wall has not reached the r⁻³ region. At 61.6 nm the mean field is 0.221 MV/cm, whereas A/r³ would be 0.37 MV/cm. The local power p = −d ln E/d ln r is 1.92, not 3. For this probe the time 1 s is long compared with L/v₀ = 2.6 ns, but r is not large compared with d.

This matters when exponents are fitted. Between 1 ms and 1000 s the film-field radius rises from 49.1 to 70.5 nm while s rises from 12.87 to 26.68. A fit r ∝ sᵃ through these end points gives

a = ln(70.53/49.14)/ln(26.68/12.87) = 0.50.

The pure cubic field gives 0.29 in the same window. Neither is 1/3, although both solutions obey (5) in the limit. For parameter extraction in this regime, integrate (10) with the actual field. To avoid overflow, write g(r) = E_a/E(r) and compute

ln t = g(r) + ln{(1/v₀) ∫ exp[g(s) − g(r)] ds}, (13)

with v₀ in nm/s, lengths in nm and t in s.

The local slope on a log-log plot is d ln r/d ln t = tv/r, where v is the wall speed. For linear mobility it tends to μAt/r⁴ = 1/4. For the Merz law the integral (10) is dominated by its upper end, over a length 1/g′ = r/(pg), so t ≈ r/(pgv) and

d ln r/d ln t ≈ 1/(pg). (14)

In the cubic field this becomes 1/(3 ln t) at late times and tends to zero. In the film at 1 s, g = 5/0.2209 = 22.6 and (14) gives 0.023; the computed slope is 0.024. Merz growth can thus look like a small power law over a few decades, but its exponent drifts.

**7. Where the laws stop**

Wall tension. A wall of energy σ per area costs 2πrhσ. An increase dr costs 2πhσ dr, while the field does work 2PE × 2πrh dr. The net driving field is therefore

E_net = E − σ/(2Pr). (15)

The tension term decays more slowly than r⁻³, so it wins at large radius. In the cubic field the balance is at r² = 2PA/σ. With P = 8 µC/cm² and σ = 10 mJ/m², σ/(2P) = 0.0625 V and the balance radius is 372 nm. With tension, the growth laws can hold at most between the near region of the probe and the balance radius. Here that range is too narrow to show them: for linear mobility the local slope d ln r/d ln t falls from 0.31 at 100 nm to 0.21 at 240 nm without settling at 1/4, and the Merz wall does not reach 100 nm in any practical time. The Merz radius at 1 s moves only from 61.6 to 60.2 nm. The linear law is affected much more: its 429 nm at 10 µs lies beyond the balance radius and would not be reached with this tension. At 239 nm the tension term is already (239/372)² = 41 % of the cubic field.

Unshielded shank. Model the shank as a cone of half-angle θ₀ at voltage V with its apex at a grounded plane. A potential that depends on the polar angle θ alone obeys sin θ dφ/dθ = constant, so

φ = V ln cot(θ/2)/ln cot(θ₀/2).

At the plane, θ = π/2, the field is V/[r ln cot(θ₀/2)]. Dividing by ε estimates the field in a thin film. For θ₀ = 15° this equals A/r³ at 108 nm and exceeds it beyond. Adding it to the film field would give a Merz radius of 79 nm at 1 s, but that sum is too large, because the full cone and the tip occupy part of the same space. Treating tip and cone as one conductor at 15 V, with charges fitted to its surface, gives about 65 nm, or 5 % more than with a shielded shank, if the cone's apex is placed at the film surface. The value depends on how the shank joins the tip: a cone of the same angle joined tangentially near the widest part of the tip gives about 68 nm, or 10 % more.

Other decay powers. If E ~ B/rᵐ with m > 0, the steps of sections 3 and 4 carry over. The quantity d(rᵐ⁺¹)/dt tends to (m + 1)μB, and the Merz exponent grows as E_a rᵐ/B. Hence

linear: r ~ [(m + 1)μBt]^(1/(m+1)),
Merz: r ~ [(B/E_a) ln t]^(1/m). (16)

The shank has m = 1, so it would lead to t^(1/2) and ln t. Tension also falls as 1/r. With the values used here its coefficient, 0.0625 V, is below the 0.74 V of the shank, so it lowers B but leaves these powers unchanged.

Activation field. At fixed radius, ln t changes by about g times a small relative change of E_a, because g is proportional to E_a. By (14), ln t changes by about pg times a small relative change of r. At fixed time the two must cancel, so r changes by about −1/p times the relative change of E_a. For +10 % and p = 1.92 this is −5 %, and the computed radius falls from 61.6 to 58.6 nm. Temperature acts partly through this parameter, which was held fixed.

**8. Relation to a real film**

The permittivity, polarization and activation field are rough values for the ferroelectric polymer P(VDF-TrFE) near room temperature. The result is sensitive to the activation field: doubling it to 10 MV/cm lowers the Merz radius at 1 s from 62 to 39 nm. The values of v₀, μ and σ are assumed, and I know of no reason to treat them as typical. At the 239 nm radius of the linear example the mean field is only about 0.006 MV/cm, far below the coercive field of roughly 0.5 MV/cm usual for this polymer, so the linear law without a threshold is a comparison case here and not a description of this material. Nearly complete screening is a demanding assumption. If the bound charge on the free surface were uncompensated, the depolarization field of a wide domain would be P/(ε₀ε) = 9.0 MV/cm. What moves the wall is the mean field at the wall, and this depends on where compensating charge is missing. If the charge that compensated the old polarization stays in place as the wall passes, the field at the wall at 61.6 nm is about 8 MV/cm and opposes growth. The probe field there is only 2.8 % of this. If instead both sides are wholly uncompensated, most of the field cancels at the wall; about 1.1 MV/cm remains and favours growth, still five times the probe field. The compensating charge must therefore keep pace with the wall. If a uniform 0.3 % of the charge to be exchanged is missing behind it, the Merz radius at 1 s falls from 62 to 58 nm; if 1 % is missing, it falls to 52 nm. The straight wall is an assumption too. At the 1 s radius the vertical probe field is 0.21 MV/cm at the top of the film and 0.23 MV/cm at the bottom, and a Merz law applied locally would give speeds differing by a factor of about ten. The model therefore needs a wall stiff enough to stay straight and respond to the mean field. A semicrystalline film may also break the assumption of one smooth wall with one speed law; that effect is not sized here.

The peak field in the film is 1.2 MV/cm, below the breakdown field of several MV/cm that may be expected, roughly, for a good film of this kind. The field at the tip apex is 1.5 V/nm. The tip is positive here and does not emit electrons. With the voltage reversed, the model gives the same radii for a domain of opposite polarization, but the tip can then emit. Field emission from metals sets in at roughly a few V/nm, so the margin would be small, and a rough apex could remove it. The radii are therefore results of the stated model, not predictions for a particular specimen. The remaining values are in the numerical output.

Numbers as computed

```
Film: permittivity 10, thickness 20 nm
Charge height 40 nm, apex gap 10 nm
Tip voltage 15 V, tip height 74.7 nm
Activation field 5.0 MV/cm, v0 10 m/s
Linear mobility 1.0e-03 cm2/(V s)
Starting radius 10 nm
Effective charge 714 e
q = Q/(4 pi epsilon_0) = 1028.2 V nm
Far-field coefficient A = 8636.7 V nm2
Merz length L = 25.850 nm, L/v0 = 2.585 ns
r^3 E/A at 3000 nm = 0.999844
Linear, t=1e-07 s: film 128.3 nm, law 136.3 nm
Linear, t=1e-06 s: film 239.0 nm, law 242.4 nm
Linear, t=1e-05 s: film 429.4 nm, law 431.1 nm
Linear at 1 s (test only): radius/law 0.999988
Linear late slope dln(r)/dln(t) = 0.25001
Merz, t=1e-03 s: film 49.14 nm, cubic 64.80 nm
  ln(v0 t/L) 12.866; leading 60.57 nm, refined 64.68 nm
Merz, t=1e+00 s: film 61.59 nm, cubic 73.44 nm
  ln(v0 t/L) 19.774; leading 69.90 nm, refined 73.37 nm
Merz, t=1e+03 s: film 70.53 nm, cubic 80.34 nm
  ln(v0 t/L) 26.681; leading 77.24 nm, refined 80.29 nm
Cubic Merz, ln(v0 t/L)=20: radius/leading law 1.050158
Cubic Merz, ln(v0 t/L)=100: radius/leading law 1.013775
Cubic Merz, ln(v0 t/L)=1000: radius/leading law 1.001899
Cubic Merz, ln(v0 t/L)=10000: radius/leading law 1.000241
Late power of ln(t) = 0.33261
Film-field Merz log ratio at 3000 nm = 1.000150
At Merz radius for 1 s: mean field 0.2209 MV/cm
  local field power 1.920, time slope 0.02407
Mean field under tip 0.938 MV/cm
Peak film field 1.208 MV/cm
Gap field at tip apex 1.510 V/nm
Polarization 8 uC/cm2, wall energy 10 mJ/m2
Merz radius at 1 s with wall tension 60.15 nm
Tension balances cubic field at 371.7 nm
Shank half-angle 15 degrees
Merz radius at 1 s with unshielded shank 78.97 nm
Shank field equals cubic field at 108.0 nm
Merz radius at 1 s, activation field +10%: 58.55 nm
Unscreened depolarization field 9.04 MV/cm
Mean probe field / that field at 1 s: 0.0245
```
